# Pinning factor and electron barrier from an oxide's optical dielectric constant: a numerical check

```python
# Result under test: an oxide with optical dielectric constant 4 has, by
# Moench's empirical relation S = 1/(1 + 0.1*(eps_opt - 1)^2), S = 10/19,
# and a work-function rise of 1 eV raises the electron barrier by S * 1 eV.
# S: pinning factor d(barrier)/d(work function).
# The empirical coefficient 0.1 is an input. The linear barrier law is tested
# by a numerical charge balance of gap states at a distance from the metal.
# Internal units: eV, V, nm, elementary charges; fields in V/nm (= 10 MV/cm).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

EPS0 = const.epsilon_0 / const.e * 1e-9          # charges / (V nm)
KT300 = const.k * 300 / const.e                  # eV
COULOMB = 1 / (4 * np.pi * EPS0)                 # V nm


def moench(eps_opt):
    return 1 / (1 + 0.1 * (eps_opt - 1)**2)


# Rough parameters in the regime of an unpoled hafnia capacitor
eps_opt, eps_static, eps_layer = 4.0, 20.0, 4.0
gap, affinity, neutrality_depth = 5.8, 2.4, 4.6
work_1, work_2 = 4.5, 5.5
layer, thickness, voltage = 0.3, 10.0, 1.0
breakdown_field = 0.4
polarization_uC = 20.0
phi_neutral = neutrality_depth - affinity
energy = np.linspace(-gap, 0, 4001)              # from conduction-band edge


def solve_barrier(work, density, displacement=0.0, kt=KT300):
    """Electron barrier from Fermi filling of gap states and Gauss's law.
    density: states/(nm^2 eV); displacement: charges/nm^2, positive when
    the field drives electrons from the metal into the oxide."""
    def mismatch(phi):
        filled = trapezoid(expit(-(energy + phi) / kt), energy)
        sheet = density * ((gap - phi_neutral) - filled)
        drop = layer * (displacement + sheet) / (eps_layer * EPS0)
        return phi - (work - affinity - drop)
    return brentq(mismatch, 0.3, gap - 0.3, xtol=1e-12)


# Barrier law tested for weak, medium and strong pinning, two temperatures
for density in (0.05, 0.5, 3.0):
    predicted_slope = 1 / (1 + density * layer / (eps_layer * EPS0))
    for kt in (KT300, KT300 * 4 / 3):
        low = solve_barrier(work_1, density, kt=kt)
        high = solve_barrier(work_2, density, kt=kt)
        assert abs((high - low) / (work_2 - work_1) - predicted_slope) < 1e-6

S = moench(eps_opt)
assert round(S, 2) == 0.53
strength = 1 / S - 1
state_density = strength * eps_layer * EPS0 / layer
barrier_1 = phi_neutral + S * (work_1 - neutrality_depth)
barrier_2 = phi_neutral + S * (work_2 - neutrality_depth)
change = S * (work_2 - work_1)
for work, barrier in ((work_1, barrier_1), (work_2, barrier_2)):
    assert abs(solve_barrier(work, state_density) - barrier) < 1e-6

# Image-force lowering: closed form against the numerical barrier maximum
field_1 = voltage / thickness
field_2 = (voltage + change) / thickness


def image_lowering(field):
    return np.sqrt(COULOMB * field / eps_opt)


for field in (field_1, field_2):
    top = minimize_scalar(
        lambda x: COULOMB / (4 * eps_opt * x) + field * x,
        bounds=(0.05, 8), method="bounded", options={"xatol": 1e-9})
    assert abs(top.fun - image_lowering(field)) < 1e-7


# Voltage drop in the interface layer, reduced by the gap-state response
def layer_lowering(displacement):
    return S * layer * displacement / (eps_layer * EPS0)


polarization = polarization_uC * 1e-2 / const.e * 1e-18
disp_1, disp_2 = (eps_static * EPS0 * f for f in (field_1, field_2))
for disp in (disp_1, disp_2, polarization, -polarization):
    shift = barrier_1 - solve_barrier(work_1, state_density, disp)
    assert abs(shift - layer_lowering(disp)) < 1e-6

image_1, image_2 = image_lowering(field_1), image_lowering(field_2)
layer_1, layer_2 = layer_lowering(disp_1), layer_lowering(disp_2)
net_change = change - (image_2 - image_1) - (layer_2 - layer_1)


# WKB suppression in decades for an electron at the cathode Fermi level
def tunnel_decades(start, end, mass):
    k_unit = np.sqrt(2 * mass * const.m_e * const.e) / const.hbar * 1e-9
    action = quad(lambda x: np.sqrt(start + (end - start) * x / thickness),
                  0, thickness)[0]
    closed = 2 * thickness * (start**1.5 - end**1.5) / (3 * (start - end))
    assert abs(action - closed) < 1e-7
    return 2 * k_unit * action / np.log(10)


anode_end = barrier_1 - voltage
masses = (0.1, 0.2)
tunnel = {m: (tunnel_decades(barrier_1, anode_end, m),
              tunnel_decades(barrier_2, anode_end, m)) for m in masses}
thermal_1 = (barrier_1 - image_1 - layer_1) / KT300 / np.log(10)
thermal_gain = change / KT300 / np.log(10)
for before, after in tunnel.values():
    assert before < thermal_1                    # tunnelling outweighs emission
    assert 0 < after - before < thermal_gain
assert field_2 < breakdown_field


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Optical dielectric constant", eps_opt, "", 1)
show("Dipole strength a = 1/S - 1", strength)
show("Pinning factor S", S, "", 4)
show("S for optical constant 3.5", moench(3.5))
show("S for optical constant 4.5", moench(4.5))
show("Work-function increase", work_2 - work_1, "eV", 1)
show("Electron-barrier increase", change, "eV")
show("Part taken up by interface dipole", work_2 - work_1 - change, "eV")
show("Gap (rough)", gap, "eV", 1)
show("Electron affinity (rough)", affinity, "eV", 1)
show("Neutrality level below vacuum (rough)", neutrality_depth, "eV", 1)
show("Barrier at neutrality level", phi_neutral, "eV", 1)
show("Work function before", work_1, "eV", 1)
show("Work function after", work_2, "eV", 1)
show("Electron barrier before", barrier_1, "eV")
show("Electron barrier after", barrier_2, "eV")
show("Hole barrier before", gap - barrier_1, "eV")
show("Hole barrier after", gap - barrier_2, "eV")
show("Interface-layer thickness (chosen)", layer, "nm", 1)
show("Interface-layer dielectric constant (chosen)", eps_layer, "", 1)
show("Implied gap-state density", state_density * 10, "1e13/(cm2 eV)", 2)
show("Oxide thickness", thickness, "nm", 0)
show("Static dielectric constant (rough)", eps_static, "", 0)
show("Applied voltage", voltage, "V", 1)
show("Oxide field before", field_1 * 10, "MV/cm", 2)
show("Oxide field after, same voltage", field_2 * 10, "MV/cm", 2)
show("Breakdown field (rough)", breakdown_field * 10, "MV/cm", 0)
show("Image-force lowering before", image_1, "eV")
show("Image-force lowering after", image_2, "eV")
show("Interface-layer lowering before", layer_1, "eV")
show("Interface-layer lowering after", layer_2, "eV")
show("Net barrier increase at fixed voltage", net_change, "eV", 2)
show("Remanent polarization if poled (rough)", polarization_uC, "uC/cm2", 0)
show("Barrier shift if poled, either sign", layer_lowering(polarization),
     "eV", 2)
show("Thermal energy at 300 K", KT300, "eV", 4)
show("Thermal suppression before, with lowerings", thermal_1, "decades", 1)
show("Boltzmann factor of barrier increase", thermal_gain, "decades", 1)
for m in masses:
    show(f"Tunnel suppression before, mass {m} m_e", tunnel[m][0],
         "decades", 1)
    show(f"Tunnel suppression after, mass {m} m_e", tunnel[m][1],
         "decades", 1)
    show(f"Added tunnel suppression, mass {m} m_e",
         tunnel[m][1] - tunnel[m][0], "decades", 1)
print("checks complete")
```

Running it gives:

```
Optical dielectric constant: 4.0
Dipole strength a = 1/S - 1: 0.900
Pinning factor S: 0.5263
S for optical constant 3.5: 0.615
S for optical constant 4.5: 0.449
Work-function increase: 1.0 eV
Electron-barrier increase: 0.526 eV
Part taken up by interface dipole: 0.474 eV
Gap (rough): 5.8 eV
Electron affinity (rough): 2.4 eV
Neutrality level below vacuum (rough): 4.6 eV
Barrier at neutrality level: 2.2 eV
Work function before: 4.5 eV
Work function after: 5.5 eV
Electron barrier before: 2.147 eV
Electron barrier after: 2.674 eV
Hole barrier before: 3.653 eV
Hole barrier after: 3.126 eV
Interface-layer thickness (chosen): 0.3 nm
Interface-layer dielectric constant (chosen): 4.0
Implied gap-state density: 6.63 1e13/(cm2 eV)
Oxide thickness: 10 nm
Static dielectric constant (rough): 20
Applied voltage: 1.0 V
Oxide field before: 1.00 MV/cm
Oxide field after, same voltage: 1.53 MV/cm
Breakdown field (rough): 4 MV/cm
Image-force lowering before: 0.190 eV
Image-force lowering after: 0.234 eV
Interface-layer lowering before: 0.079 eV
Interface-layer lowering after: 0.120 eV
Net barrier increase at fixed voltage: 0.44 eV
Remanent polarization if poled (rough): 20 uC/cm2
Barrier shift if poled, either sign: 0.89 eV
Thermal energy at 300 K: 0.0259 eV
Thermal suppression before, with lowerings: 31.6 decades
Boltzmann factor of barrier increase: 8.8 decades
Tunnel suppression before, mass 0.1 m_e: 18.0 decades
Tunnel suppression after, mass 0.1 m_e: 19.3 decades
Added tunnel suppression, mass 0.1 m_e: 1.3 decades
Tunnel suppression before, mass 0.2 m_e: 25.4 decades
Tunnel suppression after, mass 0.2 m_e: 27.3 decades
Added tunnel suppression, mass 0.2 m_e: 1.9 decades
checks complete
```
